**Hückel cost of cutting an allyl anion out of cyclopentadienyl and indenyl**

The program computes the \(\pi\) energy lost when the allyl anion C1–C2–C3 is uncoupled from the rest of each ligand: \(2(\sqrt5-\sqrt2)|\beta|\approx1.64|\beta|\) for cyclopentadienyl and about \(1.34|\beta|\) for indenyl. Here \(\beta\) is the resonance integral, \(x\) an eigenvalue of the bond adjacency matrix, \(W\) twice the sum of the filled \(x\), and \(t\) the scale factor of the two linking bonds. It asserts that the costs from diagonalization agree with an integral over characteristic polynomials and with the linking bond order integrated over \(t\). It also asserts the mirror-symmetry factors of the indenyl polynomial, the second-order coefficients at weak coupling, and that C1–C2–C3 is the cheapest allyl position in the indenyl five-ring. The output shows a lower linking bond order in indenyl, and a nonbonding-donor term of 4/3 against 2 in cyclopentadienyl. Estimates for a partial fold, overlap, a stronger freed double bond and mean-field electron repulsion keep the order of the two costs but change their difference. The metal's contribution is not included, so the numbers are not slip barriers.

## Numerical check

```python
# Result under test: in Hueckel theory, cutting the pi coupling between an allyl
# anion and the rest of the ligand costs 2(sqrt5-sqrt2) = 1.64 |beta| for the
# cyclopentadienyl anion (Cp) and about 1.34 |beta| for the indenyl anion (Ind).
# Symbols: A = bond adjacency matrix, x = its eigenvalues (orbital energy is
# alpha - |beta| x), W = 2 * sum of filled x = pi binding in units of |beta|,
# t = scale factor of the two bonds that link the allyl part to the rest.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

# Atom order: C1, C2, C3, then the rest. Ind: C3a, C4, C5, C6, C7, C7a.
ALLYL = [0, 1, 2]
LIGANDS = {
    "Cp": dict(n=5, nel=6, links=[(2, 3), (4, 0)],
               bonds=[(0, 1), (1, 2), (2, 3), (3, 4), (4, 0)]),
    "Ind": dict(n=9, nel=10, links=[(2, 3), (8, 0)],
                bonds=[(0, 1), (1, 2), (2, 3), (3, 4), (4, 5), (5, 6),
                       (6, 7), (7, 8), (8, 0), (3, 8)]),
}


def adjacency(lig, t=1.0):
    a = np.zeros((lig["n"], lig["n"]))
    for i, j in lig["bonds"]:
        a[i, j] = a[j, i] = t if (i, j) in lig["links"] else 1.0
    return a


def levels(a):
    x, c = np.linalg.eigh(a)
    return x[::-1], c[:, ::-1]


def binding(a, nel):
    return 2 * levels(a)[0][:nel // 2].sum()


def density(a, nel):
    c = levels(a)[1][:, :nel // 2]
    return 2 * c @ c.T


def split_cost(lig, allyl):
    a = adjacency(lig)
    rest = [i for i in range(lig["n"]) if i not in allyl]
    return (binding(a, lig["nel"]) - binding(a[np.ix_(allyl, allyl)], 4)
            - binding(a[np.ix_(rest, rest)], lig["nel"] - 4))


def polynomial(a):
    z = sp.symbols("z")
    return sp.Matrix(a.astype(int).tolist()).charpoly(z).as_expr(), z


def integral_cost(lig):
    """Cost from characteristic polynomials only, without any orbitals."""
    coeffs = []
    for t in (1.0, 0.0):
        expr, z = polynomial(adjacency(lig, t))
        coeffs.append([float(v) for v in sp.Poly(expr, z).all_coeffs()])

    def integrand(y):
        return np.log(abs(np.polyval(coeffs[0], 1j * y)
                          / np.polyval(coeffs[1], 1j * y)))
    low = quad(integrand, 0, 1, epsabs=1e-10, limit=300)[0]
    high = quad(integrand, 1, np.inf, epsabs=1e-10, limit=300)[0]
    return 2 / np.pi * (low + high)


def second_order(lig):
    """Coefficient of t^2 in W, and the part from the nonbonding allyl donor."""
    a = adjacency(lig)
    rest = list(range(3, lig["n"]))
    xa, ca = levels(a[np.ix_(ALLYL, ALLYL)])
    xr, cr = levels(a[np.ix_(rest, rest)])
    v = ca.T @ a[np.ix_(ALLYL, rest)] @ cr
    filled_rest = (lig["nel"] - 4) // 2
    total = donor = 0.0
    for i in range(3):
        for j in range(len(rest)):
            if (i < 2) != (j < filled_rest):
                term = 2 * v[i, j]**2 / abs(xa[i] - xr[j])
                total += term
                donor += term if i == 1 else 0.0
    return total, donor


cost, W, path_p, coeff, donor, p_full, q_allyl = ({} for _ in range(7))
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1) / 2, weights / 2
for name, lig in LIGANDS.items():
    a = adjacency(lig)
    W[name] = binding(a, lig["nel"])
    cost[name] = split_cost(lig, ALLYL)
    # exactly the positive levels are filled
    assert (levels(a)[0] > 1e-9).sum() == lig["nel"] // 2
    assert abs(cost[name] - integral_cost(lig)) < 1e-6
    # bond orders from eigenvectors, integrated along the uncoupling path
    path_p[name] = np.array([
        np.mean([density(adjacency(lig, t), lig["nel"])[b]
                 for b in lig["links"]]) for t in nodes])
    assert abs(4 * weights @ path_p[name] - cost[name]) < 1e-7
    # second-order formula against the numerical curvature at weak coupling
    coeff[name], donor[name] = second_order(lig)
    t = 0.01
    rise = (binding(adjacency(lig, t), lig["nel"])
            - binding(adjacency(lig, 0.0), lig["nel"])) / t**2
    assert abs(rise - coeff[name]) < 2e-3  # leftover is of order t^2
    rho = density(a, lig["nel"])
    p_full[name] = rho[lig["links"][0]]
    q_allyl[name] = sum(rho[i, i] - 1 for i in ALLYL)

assert abs(cost["Cp"] - 2 * (np.sqrt(5) - np.sqrt(2))) < 1e-12
assert abs(cost["Cp"] - 1.64) < 0.005 and abs(cost["Ind"] - 1.34) < 0.005
assert np.all(path_p["Ind"] < path_p["Cp"])
assert abs(donor["Cp"] - 2) < 1e-10 and abs(donor["Ind"] - 4 / 3) < 1e-10

# Mirror-symmetry factors of the indenyl characteristic polynomial
expr, z = polynomial(adjacency(LIGANDS["Ind"]))
even = z**5 - 2*z**4 - 4*z**3 + 7*z**2 + 3*z - 4
odd = z**4 + 2*z**3 - 2*z**2 - 3*z + 1
assert sp.expand(expr - even * odd) == 0
even_roots = sorted([float(sp.re(r)) for r in sp.Poly(even, z).nroots()])[::-1]
odd_roots = sorted([float(sp.re(r)) for r in sp.Poly(odd, z).nroots()])[::-1]
assert abs(2 * (sum(even_roots[:3]) + sum(odd_roots[:2])) - W["Ind"]) < 1e-9

# Every choice of three neighbouring atoms in the indenyl five-ring
ring = [0, 1, 2, 3, 8]
choices = [split_cost(LIGANDS["Ind"], [ring[(k + m) % 5] for m in range(3)])
           for k in range(5)]
assert min(choices[1:]) > choices[0] + 0.5
ethene = np.array([[0.0, 1.0], [1.0, 0.0]])
W_allyl = binding(adjacency(LIGANDS["Cp"])[:3, :3], 4)
W_benzene = binding(adjacency(LIGANDS["Ind"])[3:, 3:], 6)
kekule_cost = W["Ind"] - W_allyl - 3 * binding(ethene, 2)
assert abs(kekule_cost - cost["Ind"] - 2) < 1e-10

# Neglected effects: partial fold, overlap, stronger freed double bond
fold_deg, overlap, stiffening = 25.0, 0.25, 1.10
fold, with_overlap = {}, {}
for name, lig in LIGANDS.items():
    t = np.cos(np.radians(fold_deg))
    fold[name] = W[name] - binding(adjacency(lig, t), lig["nel"])
    sums = []
    for t in (1.0, 0.0):
        a = adjacency(lig, t)
        x = eigh(a, np.eye(lig["n"]) + overlap * a, eigvals_only=True)[::-1]
        sums.append(2 * x[:lig["nel"] // 2].sum())
    with_overlap[name] = sums[0] - sums[1]
cp_stiff = W["Cp"] - W_allyl - binding(stiffening * ethene, 2)

# Electron repulsion: Pariser-Parr-Pople mean field on regular rings
bond_length, beta_spec, hubbard = 1.40, 2.4, 11.0  # angstrom, eV, eV
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom


def positions(name):
    def vertex(sides, angle, sign):
        radius = bond_length / (2 * np.sin(np.pi / sides))
        apothem = bond_length / (2 * np.tan(np.pi / sides))
        th = np.radians(angle)
        return [radius * np.cos(th), sign * apothem + radius * np.sin(th)]
    five = [vertex(5, g, 1) for g in (162, 90, 18, -54, 234)]
    if name == "Cp":
        return np.array(five)
    six = [vertex(6, g, -1) for g in (0, -60, -120, 180)]
    return np.array(five[:4] + six + five[4:])


def ppp_energy(name, t, blocks, scale=1.0):
    """Mean-field pi energy in eV; each block keeps its own electron number."""
    lig = LIGANDS[name]
    a, r = adjacency(lig, t), positions(name)
    dist = np.linalg.norm(r[:, None] - r[None], axis=2)
    for i, j in lig["bonds"]:
        assert abs(dist[i, j] - bond_length) < 1e-9
    gamma = scale * coulomb / np.sqrt(dist**2 + (coulomb / hubbard)**2)
    off = gamma - np.diag(np.diag(gamma))
    core = -beta_spec * a - np.diag(off.sum(axis=1))

    def fill(f):
        p = np.zeros_like(f)
        for idx, nel in blocks:
            p[np.ix_(idx, idx)] = density(-f[np.ix_(idx, idx)], nel)
        return p
    p = fill(-beta_spec * a)
    for _ in range(3000):
        f = core + np.diag(off @ np.diag(p) + np.diag(p) * np.diag(gamma))
        f = f - 0.5 * p * gamma
        new = fill(f)
        if abs(new - p).max() < 1e-9:
            return 0.5 * np.sum(p * (core + f))
        p = 0.5 * (p + new)
    raise AssertionError("mean field did not converge")


ppp = {}
for name, lig in LIGANDS.items():
    whole = [(list(range(lig["n"])), lig["nel"])]
    parts = [(ALLYL, 4), (list(range(3, lig["n"])), lig["nel"] - 4)]
    bare = (ppp_energy(name, 0.0, parts, 0.0)
            - ppp_energy(name, 1.0, whole, 0.0)) / beta_spec
    assert abs(bare - cost[name]) < 1e-8  # no repulsion: Hueckel limit
    ppp[name] = (ppp_energy(name, 0.0, parts)
                 - ppp_energy(name, 1.0, whole)) / beta_spec
    assert ppp[name] > 0  # variational principle

beta_thermo, temperature = 0.8, 400.0  # eV, K
gap = cost["Cp"] - cost["Ind"]
kT = const.k * temperature / const.e

print("Energies in units of |beta| unless a unit is given")
print("Cp levels x:", np.round(levels(adjacency(LIGANDS["Cp"]))[0], 4))
print("Indenyl even levels x:", np.round(even_roots, 4))
print("Indenyl odd levels x:", np.round(odd_roots, 4))
print(f"W allyl anion {W_allyl:.4f}, ethene {binding(ethene, 2):.4f}, "
      f"benzene {W_benzene:.4f}")
print(f"W Cp anion {W['Cp']:.4f}, indenyl anion {W['Ind']:.4f}")
print(f"Isolation cost: Cp {cost['Cp']:.4f}, indenyl {cost['Ind']:.4f}")
print(f"Cost by polynomial integral: Cp {integral_cost(LIGANDS['Cp']):.4f}, "
      f"indenyl {integral_cost(LIGANDS['Ind']):.4f}")
print(f"Difference Cp - indenyl: {gap:.4f}")
print(f"Linking bond order at t=1: Cp {p_full['Cp']:.4f}, "
      f"indenyl {p_full['Ind']:.4f}")
print(f"Path-averaged linking bond order: Cp {weights @ path_p['Cp']:.4f}, "
      f"indenyl {weights @ path_p['Ind']:.4f}")
print(f"Weak-coupling coefficient of t^2: Cp {coeff['Cp']:.4f}, "
      f"indenyl {coeff['Ind']:.4f}")
print(f"  part from nonbonding allyl donor: Cp {donor['Cp']:.4f}, "
      f"indenyl {donor['Ind']:.4f}")
print(f"Indenyl cost for allyl C1-C2-C3: {choices[0]:.4f}")
print(f"Indenyl cost for allyl C2-C3-C3a: {choices[1]:.4f}")
print(f"Indenyl cost for allyl C3-C3a-C7a: {choices[2]:.4f}")
print(f"Indenyl cost, benzo ring also localized: {kekule_cost:.4f}")
print(f"Excess electrons on C1-C2-C3 before cut: Cp {q_allyl['Cp']:.4f}, "
      f"indenyl {q_allyl['Ind']:.4f}")
print(f"Input |beta|: thermochemical {beta_thermo} eV, "
      f"spectroscopic {beta_spec} eV")
for label, b in (("thermochemical", beta_thermo), ("spectroscopic", beta_spec)):
    print(f"Costs, {label} |beta|: Cp {b * cost['Cp']:.3f} eV, "
          f"indenyl {b * cost['Ind']:.3f} eV, difference {b * gap:.3f} eV")
print(f"kT at {temperature:.0f} K: {kT:.4f} eV")
print(f"exp(difference/kT), thermochemical: {np.exp(beta_thermo*gap/kT):.3g}")
print(f"Cost of a {fold_deg:.0f} degree fold only: Cp {fold['Cp']:.4f}, "
      f"indenyl {fold['Ind']:.4f}")
print(f"Cost with overlap {overlap}: Cp {with_overlap['Cp']:.4f}, "
      f"indenyl {with_overlap['Ind']:.4f}")
print(f"Cp cost, freed ethene bond {stiffening:.2f} |beta|: {cp_stiff:.4f}")
print(f"Repulsion model: bond {bond_length:.2f} angstrom, "
      f"on-site repulsion {hubbard:.1f} eV, |beta| {beta_spec} eV")
print(f"Cost with electron repulsion: Cp {ppp['Cp']:.4f}, "
      f"indenyl {ppp['Ind']:.4f}")
print(f"Difference with repulsion, Cp - indenyl: {ppp['Cp']-ppp['Ind']:.4f}")
print("checks complete")
```

It prints:

```
Energies in units of |beta| unless a unit is given
Cp levels x: [ 2.     0.618  0.618 -1.618 -1.618]
Indenyl even levels x: [ 2.3226  1.545   0.7293 -0.9016 -1.6952]
Indenyl odd levels x: [ 1.1935  0.295  -1.295  -2.1935]
W allyl anion 2.8284, ethene 2.0000, benzene 8.0000
W Cp anion 6.4721, indenyl anion 12.1707
Isolation cost: Cp 1.6437, indenyl 1.3423
Cost by polynomial integral: Cp 1.6437, indenyl 1.3423
Difference Cp - indenyl: 0.3014
Linking bond order at t=1: Cp 0.6472, indenyl 0.5659
Path-averaged linking bond order: Cp 0.4109, indenyl 0.3356
Weak-coupling coefficient of t^2: Cp 2.4142, indenyl 1.7071
  part from nonbonding allyl donor: Cp 2.0000, indenyl 1.3333
Indenyl cost for allyl C1-C2-C3: 1.3423
Indenyl cost for allyl C2-C3-C3a: 2.3544
Indenyl cost for allyl C3-C3a-C7a: 2.8701
Indenyl cost, benzo ring also localized: 3.3423
Excess electrons on C1-C2-C3 before cut: Cp 0.6000, indenyl 0.6156
Input |beta|: thermochemical 0.8 eV, spectroscopic 2.4 eV
Costs, thermochemical |beta|: Cp 1.315 eV, indenyl 1.074 eV, difference 0.241 eV
Costs, spectroscopic |beta|: Cp 3.945 eV, indenyl 3.221 eV, difference 0.723 eV
kT at 400 K: 0.0345 eV
exp(difference/kT), thermochemical: 1.09e+03
Cost of a 25 degree fold only: Cp 0.2376, indenyl 0.2067
Cost with overlap 0.25: Cp 1.1183, indenyl 0.8331
Cp cost, freed ethene bond 1.10 |beta|: 1.4437
Repulsion model: bond 1.40 angstrom, on-site repulsion 11.0 eV, |beta| 2.4 eV
Cost with electron repulsion: Cp 1.6781, indenyl 1.4005
Difference with repulsion, Cp - indenyl: 0.2777
checks complete
```
